# Temperature Dependence of an Optical Phonon Linewidth from Symmetric Two-Phonon Decay: test program

```python
"""
Result under test: an optical phonon (wavenumber nu0) that decays by cubic
anharmonicity into two phonons of wavenumber nu0/2 has a linewidth
    Gamma(T) / Gamma(0) = 1 + 2 n(nu0/2, T) = coth(h c nu0 / (4 k T)),
about 1.8 for nu0 = 520 cm^-1 and T = 300 K.
Symbols: n = Planck occupation, Gamma = full width at half maximum (cm^-1),
g = coupling of the phonon to one pair, tau = population lifetime.
For a general split nu1 + nu2 = nu0 the thermal factor is 1 + n1 + n2.
"""
import numpy as np
from scipy.constants import h, c, k
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

C2 = 100.0 * h * c / k          # cm K
C_CM = 100.0 * c                # speed of light, cm/s


def planck(nu, temperature):
    if temperature == 0:
        return 0.0 * nu
    return 1.0 / np.expm1(C2 * nu / temperature)


def evolve_triple(n0, n1, n2, gt):
    """Exact state from |n0,n1,n2> under g(a^+ b1 b2 + h.c.), resonant.
    Index m is the number of optical phonons."""
    m = np.arange(n0 + min(n1, n2) + 1)
    p1, p2 = n1 + n0 - m, n2 + n0 - m
    off = np.sqrt(m * (p1 + 1.0) * (p2 + 1.0))[1:]
    energy, vec = np.linalg.eigh(np.diag(off, 1) + np.diag(off, -1))
    return m, vec @ (np.exp(-1j * gt * energy) * vec[n0])


def exact_factors(nu1, nu2, temperature, gt=0.005, n_start=2, cut=30):
    """Thermal average over pair states of the exact short-time loss of
    population (from n_start) and of the response <[a(t), a^+]>."""
    levels = np.arange(cut)
    w1 = np.exp(-C2 * nu1 * levels / temperature)
    w2 = np.exp(-C2 * nu2 * levels / temperature)
    w1, w2 = w1 / w1.sum(), w2 / w2.sum()
    loss = response_drop = 0.0
    for i in levels:
        for j in levels:
            m, psi = evolve_triple(n_start, i, j, gt)
            loss += w1[i] * w2[j] * (n_start - np.sum(m * abs(psi)**2))
            # optical mode initially empty, so <a^+ a(t)> vanishes
            _, bra = evolve_triple(0, i, j, gt)
            m, ket = evolve_triple(1, i, j, gt)
            green = np.vdot(bra, np.sqrt(m[1:]) * ket[1:])
            response_drop += w1[i] * w2[j] * (1.0 - green.real)
    return loss / gt**2, 2.0 * response_drop / gt**2


def band_spectrum(nu0, gamma0, temperature, half_band=80.0, step=0.1):
    """Diagonalize the phonon coupled to a dense band of pair levels.
    Returns the measured FWHM and the survival probability at time 1/gamma."""
    count = int(round(half_band / step))
    pairs = nu0 + step * np.arange(-count, count + 1)
    factor = 1.0 + 2.0 * planck(pairs / 2, temperature)
    coupling = np.sqrt(gamma0 * step / (2 * np.pi) * factor)
    matrix = np.diag(np.concatenate(([nu0], pairs)))
    matrix[0, 1:] = matrix[1:, 0] = coupling
    energy, vec = np.linalg.eigh(matrix)
    weight = vec[0]**2
    density = weight / np.gradient(energy)
    near = abs(energy - nu0) < 8.0
    curve = CubicSpline(energy[near], density[near])
    fine = np.linspace(nu0 - 6, nu0 + 6, 24001)
    values = curve(fine)
    top = fine[np.argmax(values)]
    half = values.max() / 2
    left = brentq(lambda x: curve(x) - half, nu0 - 6, top)
    right = brentq(lambda x: curve(x) - half, top, nu0 + 6)
    width = right - left
    lifetime = 1.0 / (2 * np.pi * C_CM * width)
    phase = 2 * np.pi * C_CM * (energy - nu0) * lifetime
    survival = abs(np.sum(weight * np.exp(-1j * phase)))**2
    return width, survival


# Example inputs (rough silicon Raman regime)
nu0, T, gamma_zero = 520.0, 300.0, 1.0
n_half, n_full = planck(nu0 / 2, T), planck(nu0, T)
ratio = 1 + 2 * n_half
y = C2 * nu0 / (4 * T)
assert abs(ratio - 1 / np.tanh(y)) < 1e-12
assert 1.75 < ratio < 1.85

# Thermal factor from exact quantum evolution, equal and unequal splits
exact = {}
for nu1 in (260.0, 350.0):
    nu2 = nu0 - nu1
    predicted = 1 + planck(nu1, T) + planck(nu2, T)
    loss, response = exact_factors(nu1, nu2, T)
    assert abs(loss / (predicted * (2 - n_full)) - 1) < 1e-3
    assert abs(response / predicted - 1) < 1e-3
    exact[nu1] = (loss / (2 - n_full), response)

# Linewidth and lifetime from diagonalization (finite band: below 2 percent)
width_cold, survive_cold = band_spectrum(nu0, gamma_zero, 0)
width_warm, survive_warm = band_spectrum(nu0, gamma_zero, T)
assert abs(width_cold / gamma_zero - 1) < 0.02
assert abs(width_warm / (gamma_zero * ratio) - 1) < 0.02
assert abs(width_warm / width_cold / ratio - 1) < 0.02
assert abs(survive_cold - np.exp(-1)) < 0.02
assert abs(survive_warm - np.exp(-1)) < 0.02

# The symmetric split gives the smallest thermal factor
split = np.linspace(20, 500, 481)
scan = 1 + planck(split, T) + planck(nu0 - split, T)
X, d = C2 * nu0 / T, C2 * (2 * split - nu0) / T
closed = np.sinh(X / 2) / (np.cosh(X / 2) - np.cosh(d / 2))
assert np.allclose(scan, closed, rtol=1e-10)
assert abs(split[np.argmin(scan)] - nu0 / 2) < 1e-9

# Neglected effects
ratio_unequal = 1 + planck(350.0, T) + planck(170.0, T)
n_third = planck(nu0 / 3, T)
three_body = (n_third + 1)**3 - n_third**3
na, nb = planck(260.0, T), planck(390.0, T)
scatter = na * (1 + nb)**2 - (1 + na) * nb**2
# both quartic processes must relax the mode to its Planck occupation
assert abs(n_third**3 / three_body - n_full) < 1e-10
assert abs((1 + na) * nb**2 / scatter - n_full) < 1e-10
share = 0.03
ratio_quartic = (1 - share) * ratio + share * (three_body + scatter)
softening = 4.0
ratio_soft = 1 + 2 * planck((nu0 - softening) / 2, T)
extra = 0.1
ratio_extra = (gamma_zero * ratio + extra) / (gamma_zero + extra)

gamma_T = gamma_zero * ratio
tau_zero = 1e12 / (2 * np.pi * C_CM * gamma_zero)
tau_T = 1e12 / (2 * np.pi * C_CM * gamma_T)

print(f"optical phonon wavenumber: {nu0:.0f} cm^-1")
print(f"each acoustic phonon: {nu0/2:.0f} cm^-1")
print(f"temperature: {T:.0f} K")
print(f"hc/k: {C2:.5f} cm K")
print(f"kT/(hc): {T/C2:.2f} cm^-1")
print(f"x = h c (nu0/2)/(kT): {C2*nu0/2/T:.4f}")
print(f"exp(x): {np.exp(C2*nu0/2/T):.4f}")
print(f"occupation n(260 cm^-1): {n_half:.4f}")
print(f"occupation n(520 cm^-1): {n_full:.4f}")
print(f"RATIO Gamma(300 K)/Gamma(0): {ratio:.4f}")
print(f"y = x/2: {y:.4f}")
print(f"classical limit 1/y: {1/y:.4f}")
print(f"hand estimate 1/y + y/3: {1/y + y/3:.4f}")
print(f"wrong answer 1 + 2 n(520): {1 + 2*n_full:.4f}")
print(f"wrong answer (1 + n(260))^2: {(1 + n_half)**2:.4f}")
print(f"temperature where ratio is 2: {C2*nu0/2/np.log(3):.1f} K")
for temp in (100, 200, 300, 400, 600):
    print(f"ratio at {temp} K: {1 + 2*planck(nu0/2, temp):.4f}")
print(f"input FWHM at 0 K (rough): {gamma_zero:.2f} cm^-1")
print(f"FWHM at 300 K: {gamma_T:.3f} cm^-1")
print(f"lifetime at 0 K: {tau_zero:.2f} ps")
print(f"lifetime at 300 K: {tau_T:.2f} ps")
for nu1, (population, response) in exact.items():
    name = f"{nu1:.0f}+{nu0-nu1:.0f} cm^-1"
    print(f"exact evolution {name}, population factor: {population:.4f}")
    print(f"exact evolution {name}, response factor: {response:.4f}")
print(f"diagonalized FWHM, 0 K: {width_cold:.4f} cm^-1")
print(f"diagonalized FWHM, 300 K: {width_warm:.4f} cm^-1")
print(f"diagonalized width ratio: {width_warm/width_cold:.4f}")
print(f"survival after one lifetime, 0 K: {survive_cold:.4f}")
print(f"survival after one lifetime, 300 K: {survive_warm:.4f}")
print(f"ratio for split 350+170 cm^-1: {ratio_unequal:.4f}")
print(f"change from unequal split: {100*(ratio_unequal/ratio-1):.1f} %")
print(f"quartic decay factor, three equal phonons: {three_body:.4f}")
print(f"quartic scattering factor, 520+260 to 390+390: {scatter:.4f}")
print(f"assumed quartic share at 0 K: {100*share:.0f} %")
print(f"ratio with quartic terms: {ratio_quartic:.4f}")
print(f"assumed softening (rough): {softening:.0f} cm^-1")
print(f"ratio with softened occupation: {ratio_soft:.4f}")
print(f"assumed constant extra width: {extra:.1f} cm^-1")
print(f"ratio with constant extra width: {ratio_extra:.4f}")
print("PASS")
```

Printed output:

```
optical phonon wavenumber: 520 cm^-1
each acoustic phonon: 260 cm^-1
temperature: 300 K
hc/k: 1.43878 cm K
kT/(hc): 208.51 cm^-1
x = h c (nu0/2)/(kT): 1.2469
exp(x): 3.4797
occupation n(260 cm^-1): 0.4033
occupation n(520 cm^-1): 0.0900
RATIO Gamma(300 K)/Gamma(0): 1.8066
y = x/2: 0.6235
classical limit 1/y: 1.6039
hand estimate 1/y + y/3: 1.8117
wrong answer 1 + 2 n(520): 1.1800
wrong answer (1 + n(260))^2: 1.9692
temperature where ratio is 2: 340.5 K
ratio at 100 K: 1.0486
ratio at 200 K: 1.3642
ratio at 300 K: 1.8066
ratio at 400 K: 2.2922
ratio at 600 K: 3.3111
input FWHM at 0 K (rough): 1.00 cm^-1
FWHM at 300 K: 1.807 cm^-1
lifetime at 0 K: 5.31 ps
lifetime at 300 K: 2.94 ps
exact evolution 260+260 cm^-1, population factor: 1.8065
exact evolution 260+260 cm^-1, response factor: 1.8065
exact evolution 350+170 cm^-1, population factor: 2.0232
exact evolution 350+170 cm^-1, response factor: 2.0232
diagonalized FWHM, 0 K: 1.0050 cm^-1
diagonalized FWHM, 300 K: 1.8195 cm^-1
diagonalized width ratio: 1.8105
survival after one lifetime, 0 K: 0.3711
survival after one lifetime, 300 K: 0.3732
ratio for split 350+170 cm^-1: 2.0232
change from unequal split: 12.0 %
quartic decay factor, three equal phonons: 5.0996
quartic scattering factor, 520+260 to 390+390: 0.5170
assumed quartic share at 0 K: 3 %
ratio with quartic terms: 1.9209
assumed softening (rough): 4 cm^-1
ratio with softened occupation: 1.8175
assumed constant extra width: 0.1 cm^-1
ratio with constant extra width: 1.7332
PASS
```
